# Sphere–plate near-field heat conductance by Derjaguin integration

Two bodies of the same nonmagnetic, isotropic material with a local relative permittivity \(\varepsilon(\omega)\) face each other across vacuum. Their temperatures are \(T\) and \(T+\delta T\), and the net radiative heat flow is kept to first order in \(\delta T\). For two half-spaces at gap \(z\), \(h(z)\) denotes the conductance per unit area. For a sphere of radius \(R\) whose lowest point is at height \(d\) above a plate, \(G(d)\) denotes the total conductance. Fields vary as \(e^{-i\omega t}\), so a passive material has \(\operatorname{Im}\varepsilon>0\).

## (a) How does the plate conductance depend on a very small gap?

Start from the fluctuational-electrodynamic result for two half-spaces,
\[
h(d)=\int_0^\infty\frac{d\omega}{2\pi}\,\Theta'(\omega)\sum_{\rm pol}\int_0^\infty\frac{k\,dk}{2\pi}\,\tau(\omega,k).
\]
Here \(k\) is the wavevector parallel to the surfaces and \(\Theta'=\partial_T[\hbar\omega/(e^{\hbar\omega/k_BT}-1)]\). For evanescent waves, \(k>\omega/c\), the transmission is
\[
\tau=\frac{4(\operatorname{Im}r)^2e^{-2\kappa d}}{|1-r^2e^{-2\kappa d}|^2},\qquad \kappa=\sqrt{k^2-\omega^2/c^2}.
\]
Find \(h(d)\) when \(d\) is so small that electrostatic p-waves dominate. This requires \(d\) to be far below the thermal wavelength \(\hbar c/k_BT\), but that alone is not always enough.

**Solution.** The exponential admits wavevectors up to about \(1/d\). At small \(d\) most of the available range therefore satisfies \(k\gg\omega/c\) and \(k\gg\sqrt{|\varepsilon|}\,\omega/c\). The normal wavevectors in vacuum and in the material, \(q\) and \(q_m\), then both approach \(ik\), and \(\kappa\to k\). For p-polarization
\[
r_p=\frac{\varepsilon q-q_m}{\varepsilon q+q_m}\;\to\; r=\frac{\varepsilon-1}{\varepsilon+1},
\]
which does not depend on \(k\). For s-polarization, multiply numerator and denominator by \(q+q_m\) and use \(q^2-q_m^2=(1-\varepsilon)\omega^2/c^2\):
\[
r_s=\frac{q^2-q_m^2}{(q+q_m)^2}\to\frac{(1-\varepsilon)\omega^2/c^2}{-4k^2}=\frac{(\varepsilon-1)\omega^2}{4c^2k^2}.
\]
This vanishes at large \(k\), so p-waves carry the leading term at sufficiently small \(d\). In a polar dielectric such as the one in (f), this limit is reached at gaps of tens of nanometres. In a good metal \(\operatorname{Im}r\) is so small that s-waves can still dominate at nanometre gaps, and the law below does not then apply.

With \(u=2kd\), \(k\,dk=u\,du/(4d^2)\). The 4 cancels the 4 in \(\tau\), and
\[
h=\frac{A}{d^2},\qquad
A=\frac1{4\pi^2}\int_0^\infty d\omega\,\Theta'\int_0^\infty du\,\frac{u(\operatorname{Im}r)^2e^{-u}}{|1-r^2e^{-u}|^2}.
\]
The inverse square comes from the two-dimensional wavevector area, which grows as \(1/d^2\).

The \(u\)-integral has a closed form. Put \(w=r^2e^{-u}\). Then
\[
\operatorname{Im}\frac{w}{1-w}=\frac{\operatorname{Im}[w(1-w^*)]}{|1-w|^2}=\frac{\operatorname{Im}w}{|1-w|^2},
\qquad \operatorname{Im}w=2\operatorname{Re}r\,\operatorname{Im}r\,e^{-u},
\]
so the integrand equals \((\operatorname{Im}r/2\operatorname{Re}r)\,u\operatorname{Im}[w/(1-w)]\). Since \(w/(1-w)=\partial_u\ln(1-w)\), integration by parts gives
\[
\int_0^\infty\frac{u\,w}{1-w}\,du=-\int_0^\infty\ln(1-r^2e^{-u})\,du=-\int_0^{r^2}\frac{\ln(1-t)}{t}\,dt=\mathrm{Li}_2(r^2).
\]
The boundary term \(u\ln(1-w)\) vanishes at both ends, and \(t=r^2e^{-u}\) was substituted. Hence
\[
A=\frac1{8\pi^2}\int_0^\infty d\omega\,\Theta'\,F(r),\qquad F(r)=\frac{\operatorname{Im}r}{\operatorname{Re}r}\operatorname{Im}\mathrm{Li}_2(r^2).
\]
At \(\operatorname{Re}r=0\) nothing diverges. With \(r=x+iy\) and \(x\to0\), \(r^2\approx-y^2+2ixy\). Because \(\mathrm{Li}_2'(t)=-\ln(1-t)/t\), \(\operatorname{Im}\mathrm{Li}_2(r^2)\approx2xy\ln(1+y^2)/y^2\), and \(F\to2\ln(1+y^2)\).

## (b) How can the plate result be used for a sphere?

Assume \(R\gg d\). Express \(G\) as an integral of \(h\) over the local gap, and say what has been assumed.

**Solution.** At horizontal distance \(\rho\) from the axis, the lower surface of the sphere is at height
\[
z(\rho)=d+R-\sqrt{R^2-\rho^2}.
\]
Derjaguin's assumption is that the ring between \(\rho\) and \(\rho+d\rho\) exchanges heat with the plate as if both surfaces were flat and parallel at gap \(z(\rho)\). Summing over the near hemisphere,
\[
G=\int_0^R2\pi\rho\,h(z(\rho))\,d\rho.
\]
Differentiating the height gives \(dz=\rho\,d\rho/\sqrt{R^2-\rho^2}\), and the root equals \(R+d-z\). Thus \(\rho\,d\rho=(R+d-z)\,dz\) and
\[
G(d)=2\pi\int_d^{d+R}(R+d-z)\,h(z)\,dz .
\]

Near the axis \(z\approx d+\rho^2/2R\). The gap doubles at \(\rho=\sqrt{2Rd}\), where the slope \(\rho/R=\sqrt{2d/R}\) is small. The waves that matter have lateral scale \(d\). Over that distance the gap changes by about \(d\sqrt{2d/R}\ll d\), so they meet nearly parallel surfaces.

The rule does not fix terms smaller than the leading one by about \(d/R\), logarithms included. Using the true area of the tilted ring instead of its projection, for example, would change terms of that size.

## (c) What is the sphere–plate law, and where does the heat cross?

Insert \(h=A/z^2\) and take \(R\gg d\).

**Solution.** The two parts of the integral are
\[
(R+d)\int_d^{d+R}\frac{dz}{z^2}=(R+d)\left(\frac1d-\frac1{d+R}\right)=\frac Rd,
\qquad
\int_d^{d+R}\frac{dz}{z}=\ln\!\left(1+\frac Rd\right).
\]
Therefore
\[
G=2\pi A\left[\frac Rd-\ln\!\left(1+\frac Rd\right)\right]\;\longrightarrow\;\boxed{G\simeq\frac{2\pi RA}{d}}\qquad(R\gg d).
\]
One power of \(d\) has been lost because the effective area is not fixed: it is of order \(2\pi Rd\) and shrinks with the gap. Multiplying \(A/d^2\) by \(2\pi Rd\) reproduces the result.

In the leading term, the part from gaps between \(d\) and \(z\) is \(2\pi RA(1/d-1/z)\), a fraction \(1-d/z\) of the total. Half the heat crosses where \(z<2d\), that is, within \(\rho=\sqrt{2Rd}\). Ninety percent needs gaps up to \(10d\), so the inverse-square law must hold well beyond the smallest gap.

The opposite limit shows how the ring sum fails. For \(R\ll d\), \(\ln(1+x)\approx x-x^2/2\) with \(x=R/d\) gives \(G\to\pi R^2A/d^2\), the projected area times the plate value. A small sphere in the electrostatic regime instead acts as a dipole of polarizability proportional to \(R^3\). Its absorption scales with volume, so this limit of the ring formula has no physical standing.

## (d) What does the slowly varying background do?

For a polar dielectric such as the one in (f), the real \(h(z)\) exceeds \(A/z^2\) by a background that varies much more slowly with the gap than \(1/z^2\). Propagating waves supply part of it. Evanescent s-waves and corrections to the electrostatic p-wave result also contribute, until they die out at large gaps. Find the ring-sum slope \(dG/dd\) for a general smooth \(h\). Then find when a background \(h_b\), taken as constant, spoils the inverse-distance law for \(G\) itself.

**Solution.** With \(s=z-d\) the limits no longer depend on \(d\):
\[
G=2\pi\int_0^R(R-s)\,h(d+s)\,ds .
\]
Differentiate under the integral and integrate by parts:
\[
\frac{dG}{dd}=2\pi\Big[(R-s)h(d+s)\Big]_0^R+2\pi\int_0^Rh(d+s)\,ds
=-2\pi R\,[h(d)-\bar h],
\]
where \(\bar h=R^{-1}\int_0^Rh(d+s)\,ds\) is the mean of \(h\) over the ring gaps. A constant added to \(h\) cancels between the two terms. As long as the variation of the background over the ring gaps is small compared with \(A/d^2\), the slope is therefore \(-2\pi RA/d^2\) at leading order, even when \(G\) itself does not follow \(1/d\).

The constant does enter \(G\). Since \(2\pi\int_0^R(R-s)\,ds=\pi R^2\), its share is \(\pi R^2h_b\), and
\[
\frac{\pi R^2h_b}{2\pi RA/d}=\frac{h_bRd}{2A}.
\]
The total follows \(1/d\) if \(Rd\ll2A/h_b\). This is an upper limit on the radius, in addition to \(R\gg d\). A larger sphere improves the parallel-plate picture but collects more background.

The size of this offset is not reliable. Take a black sphere, large compared with the wavelength, above an infinite black plate. The sphere presents the area \(\pi R^2\) to every direction and emits intensity \(\sigma T^4/\pi\). Half of all directions, a solid angle \(2\pi\), lead to the plate. The power reaching it is
\[
\frac{\sigma T^4}{\pi}\,(\pi R^2)(2\pi)=2\pi R^2\,\sigma T^4 .
\]
The exchange area is \(2\pi R^2\), twice the ring-sum value. The ring sum leaves out the upper hemisphere and treats inclined surfaces as horizontal.

## (e) Can the parallel-ring assumption be checked?

Solve the sphere–plate problem at one frequency in the electrostatic limit, without rings, and compare.

**Solution.** Let \(\mathcal T\) be the total transmission, so that \(G=\int(d\omega/2\pi)\,\Theta'\mathcal T\). The plate integral in (a) gives \(\int k\,dk\,\tau/2\pi=F(r)/(4\pi z^2)\). Replacing \(A\) by \(F/4\pi\) in the sphere law yields the Derjaguin value
\[
\mathcal T_D=\frac{R}{2d}F(r).
\]

*Dilute case.* Let \(\varepsilon=1+i\delta\) with \(\delta\ll1\), so that multiple scattering is negligible. Volume elements have polarizabilities \(i\delta\,dV\) and couple through the dipole tensor \((3\hat n\hat n-1)/(4\pi\ell^3)\) at separation \(\ell\). The trace of its square is \(6/(16\pi^2\ell^6)\). For weak coupling the transmission is four times the product of the two imaginary responses and the squared coupling, as \(\tau\) in (a) shows for small \(r\). Hence
\[
\mathcal T=4\delta^2\,\frac{6}{16\pi^2}\int\!\!\int\frac{dV\,dV'}{\ell^6}.
\]
For an element at height \(z\), the plate integral is
\[
\int_z^\infty d\zeta\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+\zeta^2)^3}=\int_z^\infty\frac{\pi}{2\zeta^4}\,d\zeta=\frac{\pi}{6z^3}.
\]
The sphere's horizontal slice at \(z=d+s\) has area \(\pi s(2R-s)\). With \(x=R/d\) and \(v=1+s/d\),
\[
\mathcal T=\frac{\delta^2}{4}\int_1^{2x+1}\frac{(v-1)(2x+1-v)}{v^3}\,dv
=\frac{\delta^2}{4}\left[\frac{2x(x+1)}{2x+1}-\ln(2x+1)\right].
\]
Here \(r\approx i\delta/2\), so \(F\approx2\ln(1+\delta^2/4)\approx\delta^2/2\) and \(\mathcal T_D=\delta^2x/4\). For large \(x\),
\[
\frac{\mathcal T}{\mathcal T_D}\approx1-\frac{\ln(2x)-\tfrac12}{x}.
\]
The ratio tends to one from below.

*General permittivity.* Around the sphere's centre, let the incident potential be \(a\,\ell^lY_{lm}\), the scattered one \(b\,\ell^{-l-1}Y_{lm}\), and the inner one \(g\,\ell^lY_{lm}\), where \(\ell\) is now the distance from the centre. Continuity of potential and of normal displacement at \(\ell=R\) gives
\[
g=a+bR^{-2l-1},\qquad \varepsilon l\,g=l\,a-(l+1)bR^{-2l-1}.
\]
Eliminating \(g\), \(b=-s_lR^{2l+1}a\) with
\[
s_l=\frac{l(\varepsilon-1)}{l(\varepsilon+1)+1}.
\]
The plate reflects each plane-wave component of the potential with amplitude \(-r\), after a round trip \(e^{-2kL}\), \(L=R+d\). With harmonics normalized so that \(\int|Y_{lm}|^2d\Omega=4\pi/(2l+1)\), an outgoing multipole contains \(k^l/\sqrt{(l+m)!(l-m)!}\) at wavevector \(k\), and a plane component re-expands about the centre with the same type of coefficient. The image matrix is therefore proportional to \(\int_0^\infty k^{l+l'}e^{-2kL}dk=(l+l')!/(2L)^{l+l'+1}\). Sharing the factors \(R^{2l+1}\) of \(b\) symmetrically between rows and columns gives
\[
W^{(m)}_{ll'}=\frac{(l+l')!}{\sqrt{(l+m)!(l-m)!(l'+m)!(l'-m)!}}\left(\frac{R}{2L}\right)^{l+l'+1}.
\]
Alternating signs in the expansions can be absorbed into the basis, and the two minus signs cancel in each round trip.

Let \(S=\mathrm{diag}(s_l)\), \(P=rW\) and \(M=(1-PS)^{-1}\). The fluctuation–dissipation theorem makes the plate's field correlations proportional to \(\operatorname{Im}P\); \(M\) sums the repeated reflections, and \(\operatorname{Im}S\) gives absorption in the sphere. Thus
\[
\mathcal T=4\sum_m\operatorname{Tr}\!\left[\operatorname{Im}S\;M\;\operatorname{Im}P\;M^\dagger\right].
\]
For a single plane-wave channel this has the form of \(\tau\) in (a), which fixes the factor 4. As a test of normalization, the multipole sum at \(R/d=20\) agrees with the dilute pair integral to a ratio of 0.99994.

For \(\varepsilon=-2+i\), the ratio \(\mathcal T/\mathcal T_D\) is 1.0579, 1.0364 and 1.0219 at \(R/d=20\), 40 and 80, with the sum cut at \(l=5R/d\). Carrying it to about \(l=9R/d\) raises each value by about \(6\times10^{-5}\), so the fifth decimal used below is not converged; the limit found below moves by about the same small amount. To estimate its limit \(C\), assume corrections of the form
\[
\frac{\mathcal T}{\mathcal T_D}=C+\frac{\alpha\ln x+\beta}{x}.
\]
Multiply by \(x\) and take the value at 80, minus twice that at 40, plus that at 20. The terms in \(\alpha\) and \(\beta\) cancel, leaving \(20C\). Dividing by 20,
\[
C=4(1.02192)-4(1.03639)+1.05787\approx1.000 .
\]
This supports the leading law at this permittivity. The assumed form need not hold yet at these sizes for every permittivity. For the model of (f) at its surface resonance, \(\varepsilon\approx-0.99+0.22i\), the ratios are 0.955, 0.978 and 0.989 and extrapolate to 1.000. At \(\varepsilon\approx-3.50+0.53i\) they are 1.03, 1.06 and 1.04, which is not monotonic, and the same recipe gives 0.94. Terms of order \(1/x^2\), left out of the assumed form, limit the accuracy: the same extrapolation of the dilute formula gives 0.9995, so a closer agreement with one is not significant. The approach is from above, whereas the dilute case approaches from below, so the correction depends on the material. The logarithm in (c) would give \(1-\ln(81)/80\approx0.945\) at \(R/d=80\), a correction of the wrong sign here. It belongs to the ring sum and should not be used as a general curvature correction.

## (f) What do the conditions mean for a micrometre-sized sphere?

Consider a model polar dielectric at 300 K,
\[
\varepsilon(\omega)=\varepsilon_\infty\frac{\omega_{LO}^2-\omega^2-i\gamma\omega}{\omega_{TO}^2-\omega^2-i\gamma\omega},
\]
with \(\varepsilon_\infty=3\), \(\omega_{TO}=1.0\times10^{14}\) rad/s, \(\omega_{LO}=1.4\times10^{14}\) rad/s and \(\gamma=3\times10^{12}\) rad/s. Take \(R=5\) µm. Compare the inverse-distance law with the ring sum of the full plate conductance, which includes both polarizations and propagating waves.

**Solution.** The frequency integral gives \(A=4.057\times10^{-12}\) W/K. At 5 nm the full calculation gives \(hd^2/A=1.0001\), so the electrostatic plate limit is well reached. The thermal wavelength is 7.63 µm. At \(d=10\) nm, \(R/d=500\) and
\[
G\simeq\frac{2\pi(5\times10^{-6}\ \mathrm m)(4.057\times10^{-12}\ \mathrm{W/K})}{10^{-8}\ \mathrm m}=1.27\times10^{-8}\ \mathrm{W/K}=12.7\ \mathrm{nW/K}.
\]
The comparison, in nW/K, is:

| Gap (nm) | Law | Ring sum | Difference |
|---|---|---|---|
| 10 | 12.74 | 13.36 | 0.62 |
| 20 | 6.37 | 7.00 | 0.63 |
| 40 | 3.19 | 3.82 | 0.64 |
| 80 | 1.59 | 2.23 | 0.64 |

Relative to the law, the difference grows from 4.8% to 40%, although \(R/d\) is still 62.5 at the largest gap. The absolute difference hardly moves: it is the offset of part (d), reduced by the ring-sum logarithm. At 10 nm the logarithmic term is \(2\pi A\ln501\approx0.16\) nW/K, so the background contributes \(0.616+0.158\approx0.77\) nW/K. Dividing by \(\pi R^2=7.85\times10^{-11}\) m² gives an effective \(h_b\approx10\) W/(m² K).

This is an average over a background that is not constant. The excess of \(h\) over \(A/z^2\) is about 22 W/(m² K) at 10 nm and about 4.8 W/(m² K) at 5 µm. Propagating waves cannot carry more than the blackbody value, 6.1 W/(m² K), so most of the excess at 10 nm is evanescent. With the effective value, the law and the offset would be equal near
\[
d=\frac{2A}{h_bR}\approx\frac{8.1\times10^{-12}}{10\times5\times10^{-6}}\ \mathrm m\approx160\ \mathrm{nm}.
\]
The effective \(h_b\) falls as the gap grows (about 9.5 W/(m² K) at 80 nm), so within the ring sum itself the crossing lies nearer 180 nm. Either figure is a rough scale, since the ring sum does not give a reliable offset. The sphere is also comparable in size to the thermal wavelength, so the black-sphere argument does not supply the correct offset either.

The change with gap is much less affected. Between 10 and 20 nm the law predicts a fall of 6.372 nW/K and the ring sum gives 6.359 nW/K, a difference of 0.2%. At 20 nm, \(h=10164\) and \(\bar h=48\) W/(m² K), so
\[
\frac{dG}{dd}=-2\pi(5\times10^{-6})(10164-48)\ \mathrm{W/(K\,m)}=-0.318\ \mathrm{nW/(K\,nm)}.
\]
Direct differentiation of the ring sum gives the same value.

The half-flux radius at 20 nm is \(\sqrt{2Rd}=447\) nm, less than a tenth of the sphere radius. For the pure inverse-square law on the full near hemisphere, 51.1% of the ring-sum heat crosses inside it, close to the leading-order half.

These percentages compare the law with a ring sum. They are not errors relative to a full electromagnetic solution for the sphere, and the single-permittivity check in (e) does not bound the curvature error of the whole spectrum. The model also assumes a local permittivity and smooth surfaces, which must fail as the gap approaches atomic dimensions. The complete values are in the numerical output below.

## Numbers as computed

```
temperature = 300 K
eps_inf = 3.0 (dimensionless)
omega_TO = 1.00e+14 rad/s
omega_LO = 1.40e+14 rad/s
damping = 3.00e+12 rad/s
sphere radius = 5.0 um
thermal wavelength hbar c/(kB T) = 7.63 um
inverse-square coefficient A = 4.0568e-12 W/K
full h d^2/A at 5 nm = 1.00014 (dimensionless)
blackbody h = 6.124 W/(m^2 K)
full h at 5 um = 4.926 W/(m^2 K)
gap 10 nm: R/d = 500.0 (dimensionless)
  A/d^2 = 40568.4, full h = 40590.5 W/(m^2 K)
  G law = 12.7449, ring sum = 13.3611 nW/K
  ring sum minus law = 0.6162 nW/K
  relative difference = 4.83 percent
gap 20 nm: R/d = 250.0 (dimensionless)
  A/d^2 = 10142.1, full h = 10163.7 W/(m^2 K)
  G law = 6.3725, ring sum = 7.0019 nW/K
  ring sum minus law = 0.6294 nW/K
  relative difference = 9.88 percent
gap 40 nm: R/d = 125.0 (dimensionless)
  A/d^2 = 2535.5, full h = 2556.3 W/(m^2 K)
  G law = 3.1862, ring sum = 3.8249 nW/K
  ring sum minus law = 0.6387 nW/K
  relative difference = 20.05 percent
gap 80 nm: R/d = 62.5 (dimensionless)
  A/d^2 = 633.9, full h = 653.4 W/(m^2 K)
  G law = 1.5931, ring sum = 2.2338 nW/K
  ring sum minus law = 0.6407 nW/K
  relative difference = 40.22 percent
G(10 nm)-G(20 nm), law = 6.3725 nW/K
G(10 nm)-G(20 nm), ring sum = 6.3592 nW/K
half-flux radius at 20 nm = 447.2 nm
share inside that radius = 0.5110 (dimensionless)
mean h over ring gaps at 20 nm = 48.36 W/(m^2 K)
ring-sum slope at 20 nm = -0.3178 nW/(K nm)
slope from h(d) and mean h = -0.3178 nW/(K nm)
black exchange area/(pi R^2) = 2.0001 (dimensionless)
dilute multipole/pair sum = 0.999936 (dimensionless)
multipole test eps = -2.0 + 1.0i (dimensionless)
multipole/Derjaguin at R/d=20: 1.05787 (dimensionless)
multipole/Derjaguin at R/d=40: 1.03639 (dimensionless)
multipole/Derjaguin at R/d=80: 1.02192 (dimensionless)
extrapolated multipole/Derjaguin = 1.00000 (dimensionless)
```
